# Intervalley Fourier component of a Gaussian confinement potential in monolayer MoS2: a numerical check

```python
"""
Result under test: for V(r) = -V0 exp(-r^2 / (2 sigma^2)) in two dimensions,
    Vt(q) / Vt(0) = exp(-sigma^2 q^2 / 2),
and the shortest wavevector joining the K and K' valleys of a triangular
lattice of constant a is Q = 4 pi / (3 a).
Symbols: sigma = standard deviation along one axis (nm), V0 = depth (eV),
Vt = Fourier component (eV nm^2), a = lattice constant (nm), F = envelope.
Lengths are in nm, energies in eV, wavevectors in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import j0, j1, jn_zeros

a = 0.316
sigma = 0.5
depth = 0.3
mass = 0.5
kinetic = const.hbar**2 / (2 * mass * const.m_e) / const.e * 1e18


def gaussian_ratio(q, width):
    return np.exp(-0.5 * (q * width)**2)


# Valley geometry, by enumeration of reciprocal lattice vectors
a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
b1, b2 = 2 * np.pi * np.linalg.inv(np.array([a1, a2])).T
K = (2 * b1 + b2) / 3
corner_distances = [np.linalg.norm(K - G) for G in (0 * b1, b1, b1 + b2)]
assert np.ptp(corner_distances) < 1e-10
differences = np.array([2 * K + m * b1 + n * b2
                        for m in range(-5, 6) for n in range(-5, 6)])
lengths = np.linalg.norm(differences, axis=1)
Q = 4 * np.pi / (3 * a)
assert abs(lengths.min() - Q) < 1e-10
shortest = differences[lengths < lengths.min() + 1e-8]
assert len(shortest) == 3
ratio = gaussian_ratio(Q, sigma)

# Fourier transform from its definition, on a two-dimensional grid
step = 0.05
axis = np.arange(-120, 121) * step
X, Y = np.meshgrid(axis, axis, indexing="ij")


def fourier_quadrature(qvec, width):
    potential = -depth * np.exp(-(X**2 + Y**2) / (2 * width**2))
    phase = np.exp(-1j * (qvec[0] * X + qvec[1] * Y))
    return np.sum(potential * phase) * step**2


zero_component = fourier_quadrature((0.0, 0.0), sigma)
assert abs(zero_component / (-2 * np.pi * sigma**2 * depth) - 1) < 1e-10
for width in (0.2, 0.35, 0.5):
    for angle in (0.0, 0.4):
        qvec = Q * np.array([np.cos(angle), np.sin(angle)])
        direct = (fourier_quadrature(qvec, width)
                  / fourier_quadrature((0.0, 0.0), width))
        # rounding near 1e-15 limits the relative accuracy of tiny ratios
        assert abs(direct / gaussian_ratio(Q, width) - 1) < 1e-4
ratio_quadrature = (fourier_quadrature((Q, 0.0), sigma) / zero_component).real

# Positive and negative lobes of the phase factor, integrated separately
nodes, weights = np.polynomial.legendre.leggauss(30)
positive = negative = 0.0
lobe_count = int(12 * sigma * Q / np.pi)
for n in range(-lobe_count, lobe_count + 1):
    x = (n + 0.5 * nodes) * np.pi / Q
    density = np.exp(-x**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))
    part = np.sum(weights * density * np.cos(Q * x)) * 0.5 * np.pi / Q
    if part > 0:
        positive += part
    else:
        negative -= part
assert abs((positive - negative) / ratio - 1) < 1e-4
assert abs(positive - 1 / np.pi) < 1e-6

# Hard-edged disc with the same standard deviation along one axis
R_disc = 2 * sigma
t, w = np.polynomial.legendre.leggauss(200)
r = 0.5 * R_disc * (t + 1)
w_r = 0.5 * R_disc * w * r
assert abs(np.sum(w_r * r**2) / np.sum(w_r) / 2 - sigma**2) < 1e-12
disc_direct = np.sum(w_r * j0(Q * r)) / np.sum(w_r)
disc_ratio = 2 * j1(Q * R_disc) / (Q * R_disc)
assert abs(disc_direct - disc_ratio) < 1e-12
disc_amplitude = 2 * np.sqrt(2 / np.pi) * (Q * R_disc)**-1.5
radii = np.linspace(12, 16, 401) / Q
scaled = []
for radius in radii:
    s = 0.5 * (t + 1)
    value = np.sum(w * s * j0(Q * radius * s))
    scaled.append(abs(value) * (Q * radius)**1.5)
assert abs(max(scaled) / (2 * np.sqrt(2 / np.pi)) - 1) < 0.01

# Sum over metal sites for three positions of the dot centre
m, n = np.meshgrid(np.arange(-25, 26), np.arange(-25, 26), indexing="ij")
sites = m.reshape(-1, 1) * a1 + n.reshape(-1, 1) * a2


def lattice_ratio(centre):
    distance2 = np.sum((sites - centre)**2, axis=1)
    v = np.exp(-distance2 / (2 * sigma**2))
    return abs(np.sum(v * np.exp(-1j * sites @ (2 * K))) / np.sum(v))


centres = {"site": 0 * a1, "hollow": (a1 + a2) / 3,
           "general": np.array([0.06, 0.03])}
site_factor = {}
for name, centre in centres.items():
    site_factor[name] = lattice_ratio(centre) / ratio
    predicted = abs(np.sum(np.exp(-1j * shortest @ centre)))
    # rounding near 1e-15 is divided by a ratio near 3e-10
    assert abs(site_factor[name] - predicted) < 1e-3


# Bound envelope in a basis of Bessel functions inside a large disc
def bound_state(count, box):
    t, w = np.polynomial.legendre.leggauss(700)
    r = 0.5 * box * (t + 1)
    w_r = 0.5 * box * w * r
    zeros = jn_zeros(0, count)
    basis = (np.sqrt(2) / (box * np.abs(j1(zeros)))
             * j0(np.outer(r, zeros / box)))
    v = -depth * np.exp(-r**2 / (2 * sigma**2))
    H = basis.T @ ((w_r * v)[:, None] * basis)
    H += np.diag(kinetic * (zeros / box)**2)
    energies, vectors = eigh(H)
    F = basis @ vectors[:, 0]
    mean_v = np.sum(w_r * F**2 * v)
    component = np.sum(w_r * F**2 * v * j0(Q * r))
    rms = np.sqrt(np.sum(w_r * F**2 * r**2))
    return energies[0], mean_v, component, rms


E_bound, mean_v, component, rms_radius = bound_state(110, 15.0)
E_large, mean_large, component_large, _ = bound_state(170, 20.0)
envelope_ratio = component / mean_v
envelope_shift = abs(component_large / mean_large / envelope_ratio - 1)
energy_shift = abs(E_large - E_bound)
assert E_bound < 0
assert envelope_shift < 1e-2
assert energy_shift < 1e-5
assert envelope_ratio > ratio

# Same bound-state energy from radial finite differences
h = 0.01
points = 2000
i = np.arange(1, points + 1)
r_fd = (i - 0.5) * h
diagonal = (2 * kinetic / h**2
            - depth * np.exp(-r_fd**2 / (2 * sigma**2)))
off = -kinetic * i[:-1] * h / (h**2 * np.sqrt(r_fd[:-1] * r_fd[1:]))
E_fd = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0),
                        eigvals_only=True)[0]
assert abs(E_fd - E_bound) < 1e-4

# Kramers partners and a time-reversal-invariant potential
rng = np.random.default_rng(4)
W = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
W = W + W.conj().T
U = np.kron(np.eye(4), np.array([[0, 1], [-1, 0]]))
invariant = 0.5 * (W + U @ W.conj() @ U.T)
psi = rng.normal(size=8) + 1j * rng.normal(size=8)
psi /= np.linalg.norm(psi)
partner = U @ psi.conj()
kramers_invariant = abs(partner.conj() @ invariant @ psi)
kramers_control = abs(partner.conj() @ W @ psi)
assert kramers_invariant < 1e-12
assert kramers_control > 1e-2

# Sensitivity and comparison widths
strain_factor = gaussian_ratio(4 * np.pi / (3 * 1.01 * a), sigma) / ratio
sigma_threshold = np.sqrt(2 * np.log(1e3)) / Q
assert abs((fourier_quadrature((Q, 0), sigma_threshold)
            / fourier_quadrature((0, 0), sigma_threshold)).real
           - 1e-3) < 1e-9
log_gate = -0.5 * (Q * 10.0)**2 / np.log(10)

print("INPUTS")
print(f"lattice constant a = {a:.3f} nm")
print(f"standard deviation sigma = {sigma:.2f} nm")
print(f"full width at half depth = {2*np.sqrt(2*np.log(2))*sigma:.3f} nm")
print(f"depth V0 = {depth:.2f} eV")
print(f"effective mass = {mass:.2f} m0")
print("MAIN RESULT")
print(f"shortest intervalley wavevector Q = {Q:.3f} 1/nm")
print(f"number of shortest wavevectors = {len(shortest)}")
print(f"phase period 2 pi/Q = {2*np.pi/Q:.3f} nm")
print(f"Q sigma = {Q*sigma:.3f} (no unit)")
print(f"exponent (Q sigma)^2/2 = {0.5*(Q*sigma)**2:.3f} (no unit)")
print(f"zero-wavevector component = {zero_component.real:.4f} eV nm^2")
print(f"intervalley component = {zero_component.real*ratio:.3e} eV nm^2")
print(f"ratio, formula = {ratio:.4e} (no unit)")
print(f"ratio, 2D quadrature = {ratio_quadrature:.4e} (no unit)")
print("WHY IT IS SO SMALL")
print(f"sum of positive lobes = {positive:.12f} (no unit)")
print(f"sum of negative lobes = {negative:.12f} (no unit)")
print(f"difference of lobes = {positive-negative:.3e} (no unit)")
print(f"hard disc radius = {R_disc:.2f} nm")
print(f"hard disc ratio = {disc_ratio:.3e} (no unit)")
print(f"hard disc oscillation amplitude = {disc_amplitude:.3e} (no unit)")
print(f"disc amplitude / Gaussian ratio = {disc_amplitude/ratio:.2e}")
print(f"sigma for ratio 1e-3 = {sigma_threshold:.3f} nm")
print(f"log10 of ratio at sigma = 10 nm: {log_gate:.0f}")
print("CHECKS ON THE MODEL")
print(f"unreduced wavevector 2K = {2*np.linalg.norm(K):.3f} 1/nm")
print(f"ratio if 2K is used = {gaussian_ratio(2*Q, sigma):.2e} (no unit)")
print(f"ratio multiplier for a larger by 1% = {strain_factor:.3f}")
print(f"lattice factor, centre on metal site = {site_factor['site']:.4f}")
print(f"lattice factor, triangle centre = {site_factor['hollow']:.4f}")
print(f"lattice factor, centre (0.06, 0.03) nm = "
      f"{site_factor['general']:.4f}")
print(f"bound-state energy = {E_bound:.5f} eV")
print(f"energy shift, larger basis and box = {energy_shift:.1e} eV")
print(f"rms radius of envelope = {rms_radius:.2f} nm")
print(f"mean potential in bound state = {mean_v:.4f} eV")
print(f"ratio with envelope = {envelope_ratio:.3e} (no unit)")
print(f"its relative shift, larger basis and box = {envelope_shift:.1e}")
print(f"envelope ratio / bare ratio = {envelope_ratio/ratio:.3e}")
print(f"coupling with envelope, metal site = {3*abs(component):.2e} eV")
print(f"Kramers element, invariant matrix = {kramers_invariant:.1e}")
print(f"Kramers element, control matrix = {kramers_control:.2f}")
print("all tests passed")
```

Output:

```
INPUTS
lattice constant a = 0.316 nm
standard deviation sigma = 0.50 nm
full width at half depth = 1.177 nm
depth V0 = 0.30 eV
effective mass = 0.50 m0
MAIN RESULT
shortest intervalley wavevector Q = 13.256 1/nm
number of shortest wavevectors = 3
phase period 2 pi/Q = 0.474 nm
Q sigma = 6.628 (no unit)
exponent (Q sigma)^2/2 = 21.964 (no unit)
zero-wavevector component = -0.4712 eV nm^2
intervalley component = -1.363e-10 eV nm^2
ratio, formula = 2.8915e-10 (no unit)
ratio, 2D quadrature = 2.8915e-10 (no unit)
WHY IT IS SO SMALL
sum of positive lobes = 0.318309886328 (no unit)
sum of negative lobes = 0.318309886039 (no unit)
difference of lobes = 2.891e-10 (no unit)
hard disc radius = 1.00 nm
hard disc ratio = -2.245e-03 (no unit)
hard disc oscillation amplitude = 3.306e-02 (no unit)
disc amplitude / Gaussian ratio = 1.14e+08
sigma for ratio 1e-3 = 0.280 nm
log10 of ratio at sigma = 10 nm: -3816
CHECKS ON THE MODEL
unreduced wavevector 2K = 26.511 1/nm
ratio if 2K is used = 6.99e-39 (no unit)
ratio multiplier for a larger by 1% = 1.542
lattice factor, centre on metal site = 3.0000
lattice factor, triangle centre = 0.0000
lattice factor, centre (0.06, 0.03) nm = 2.4357
bound-state energy = -0.03374 eV
energy shift, larger basis and box = 5.9e-10 eV
rms radius of envelope = 1.40 nm
mean potential in bound state = -0.0887 eV
ratio with envelope = 6.151e-05 (no unit)
its relative shift, larger basis and box = 4.1e-09
envelope ratio / bare ratio = 2.127e+05
coupling with envelope, metal site = 1.64e-05 eV
Kramers element, invariant matrix = 1.2e-16
Kramers element, control matrix = 3.89
all tests passed
```
